# Two-centre dipole integrals from overlaps, and their dependence on the origin: a numerical check

```python
# Result under test: a two-centre dipole integral is a sum of overlaps,
#   <a| r - O |b> = (R_B - O) S + M_B,   M_B = <a| r - R_B |b>,
# where (r - R_B) phi_b is recoupled into functions r f_b(r) Y_l'm', l' = l_b +- 1.
# Moving the origin O by d changes the integral by -d S.
# S = <a|b>; f = radial function; Y = complex spherical harmonic
# (Condon-Shortley phase); R = R_B - R_A. All lengths are in nm.
# Overlaps come from Fourier-Bessel transforms; the independent reference is
# a direct sum of the defining integrand on a Cartesian grid.
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import lpmv, spherical_jn

CUT_A, CUT_B = 0.30, 0.35
AXES = "xyz"


def harmonic(l, m, x, y, z):
    """Complex Y_lm in the direction (x, y, z), from Legendre functions."""
    r = np.sqrt(x * x + y * y + z * z)
    cosine = z / np.where(r > 0, r, 1.0)
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    value = norm * lpmv(n, l, cosine) * np.exp(1j * n * np.arctan2(y, x))
    return value if m >= 0 else (-1) ** n * np.conj(value)


def polynomial(l, m, x, y, z, imag):
    """Unnormalized solid harmonic as an explicit polynomial."""
    total = 0
    for p in range(l + 1):
        q = p - m
        s = l - p - q
        if q >= 0 and s >= 0:
            term = (-(x + imag * y) / 2) ** p * ((x - imag * y) / 2) ** q * z ** s
            total = total + term / (factorial(p) * factorial(q) * factorial(s))
    return total


def recouple(l, m):
    """Coefficients of n_i Y_lm, i = x, y, z, as three dictionaries."""
    up = (2 * l + 1) * (2 * l + 3)
    down = (2 * l - 1) * (2 * l + 1)
    plus = {(l + 1, m + 1): -sqrt((l + m + 1) * (l + m + 2) / up)}
    minus = {(l + 1, m - 1): sqrt((l - m + 1) * (l - m + 2) / up)}
    axial = {(l + 1, m): sqrt(((l + 1) ** 2 - m * m) / up)}
    if l - 1 >= abs(m + 1):
        plus[(l - 1, m + 1)] = sqrt((l - m) * (l - m - 1) / down)
    if l - 1 >= abs(m - 1):
        minus[(l - 1, m - 1)] = -sqrt((l + m) * (l + m - 1) / down)
    if l - 1 >= abs(m):
        axial[(l - 1, m)] = sqrt((l * l - m * m) / down)
    cx = {key: c / 2 for key, c in plus.items()}
    cx.update({key: c / 2 for key, c in minus.items()})
    cy = {key: c / 2j for key, c in plus.items()}
    cy.update({key: -c / 2j for key, c in minus.items()})
    return cx, cy, axial


# ---- finite-range radial functions and their transforms ----
R_NODE, R_WEIGHT = np.polynomial.legendre.leggauss(220)
K_NODE, K_WEIGHT = np.polynomial.legendre.leggauss(800)
K_MAX = 800.0
k = K_MAX * (K_NODE + 1) / 2
wk = K_WEIGHT * K_MAX / 2


def shape(r, l, cut):
    return r ** l * np.clip(1 - (r / cut) ** 2, 0, None) ** 3


@lru_cache(maxsize=None)
def norm_factor(l, cut):
    r = cut * (R_NODE + 1) / 2
    return 1 / sqrt(np.sum(R_WEIGHT * cut / 2 * r ** 2 * shape(r, l, cut) ** 2))


def radial(r, l, cut):
    return norm_factor(l, cut) * shape(r, l, cut)


@lru_cache(maxsize=None)
def transform(l, shell, cut, power):
    """Bessel transform of order l of r**power times the shell's radial function."""
    r = cut * (R_NODE + 1) / 2
    weight = R_WEIGHT * cut / 2 * r ** (2 + power) * radial(r, shell, cut)
    return sqrt(2 / pi) * (spherical_jn(l, np.outer(k, r)) @ weight)


# ---- angular quadrature for integrals of three harmonics ----
u, wu = np.polynomial.legendre.leggauss(12)
angle = 2 * pi * np.arange(16) / 16
U, ANGLE = np.meshgrid(u, angle, indexing="ij")
W_SPHERE = np.repeat(wu[:, None], 16, axis=1) * 2 * pi / 16
SX = np.sqrt(1 - U ** 2) * np.cos(ANGLE)
SY = np.sqrt(1 - U ** 2) * np.sin(ANGLE)


@lru_cache(maxsize=None)
def triple(la, ma, lb, mb, L):
    ya = harmonic(la, ma, SX, SY, U)
    yb = harmonic(lb, mb, SX, SY, U)
    yl = harmonic(L, mb - ma, SX, SY, U)
    return np.sum(W_SPHERE * np.conj(ya) * yb * np.conj(yl))


def overlap(a, b, R):
    """a, b = (l, m, parent shell, cutoff, extra power of r); b is displaced by R."""
    la, ma, lb, mb = a[0], a[1], b[0], b[1]
    product = transform(la, *a[2:]) * transform(lb, *b[2:])
    distance = np.linalg.norm(R)
    total = 0j
    for L in range(abs(la - lb), la + lb + 1, 2):
        if abs(mb - ma) <= L:
            part = np.sum(wk * k ** 2 * product * spherical_jn(L, k * distance))
            sign = (-1.0) ** ((la - lb - L) // 2)
            angular = triple(la, ma, lb, mb, L) * harmonic(L, mb - ma, *R)
            total += 4 * pi * sign * part * angular
    return total


def moment(a, b, R, side):
    """Dipole about one centre from overlaps: (l+1 part, l-1 part)."""
    old = b if side == "B" else a
    parts = np.zeros((2, 3), complex)
    for i, coefficients in enumerate(recouple(old[0], old[1])):
        for (l, m), c in coefficients.items():
            new = (l, m, old[2], old[3], 1)
            value = c * overlap(a, new, R) if side == "B" else np.conj(c) * overlap(new, b, R)
            parts[0 if l > old[0] else 1, i] += value
    return parts


# ---- direct integration of the definition on a grid centred at A ----
STEP = CUT_A / 50
line = STEP * np.arange(-50, 51)
GX, GY, GZ = np.meshgrid(line, line, line, indexing="ij")


def on_grid(l, m, cut, centre):
    x, y, z = GX - centre[0], GY - centre[1], GZ - centre[2]
    return radial(np.sqrt(x * x + y * y + z * z), l, cut) * harmonic(l, m, x, y, z)


def grid_dipole(fa, fb, R_A, origin):
    density = np.conj(fa) * fb
    return np.array([np.sum(density * (g + R_A[i] - origin[i])) * STEP ** 3
                     for i, g in enumerate((GX, GY, GZ))])


# ---- test: splitting of x_i H into harmonic polynomials ----
xs = sp.symbols("x y z", real=True)
r2 = sum(q ** 2 for q in xs)


def laplacian(g):
    return sp.expand(sum(sp.diff(g, q, 2) for q in xs))


for l in range(1, 4):
    for m in range(-l, l + 1):
        H = sp.expand(polynomial(l, m, *xs, sp.I))
        assert laplacian(H) == 0
        for q in xs:
            lower = sp.diff(H, q)
            assert laplacian(lower) == 0
            assert laplacian(q * H - r2 * lower / (2 * l + 1)) == 0

# ---- test: polynomial normalization and recoupling coefficients ----
rng = np.random.default_rng(4)
points = rng.normal(size=(3, 30))
length = np.linalg.norm(points, axis=0)
recoupling_error = 0.0
for l in range(5):
    for m in range(-l, l + 1):
        y_lm = harmonic(l, m, *points)
        factor = sqrt((2 * l + 1) * factorial(l + m) * factorial(l - m) / (4 * pi))
        assert np.allclose(factor * polynomial(l, m, *points, 1j), length ** l * y_lm,
                           rtol=1e-10, atol=1e-10)
        for i, coefficients in enumerate(recouple(l, m)):
            series = sum(c * harmonic(*lm, *points) for lm, c in coefficients.items())
            error = np.max(np.abs(points[i] / length * y_lm - series))
            recoupling_error = max(recoupling_error, error)
assert recoupling_error < 1e-12

# ---- test: overlaps and dipoles against the grid, several orbital pairs ----
R_A = np.array([0.10, 0.05, 0.00])
R_main = np.array([0.12, 0.00, 0.16])
R_general = np.array([0.10, -0.08, 0.14])
zero = np.zeros(3)
shift = np.array([0.30, -0.20, 0.10])
cases = [((1, 0), (1, 0), R_main), ((2, 1), (1, -1), R_general),
         ((0, 0), (2, 1), R_general), ((1, 1), (2, 0), R_general)]
worst_s = worst_d = worst_shift = worst_identity = 0.0
for number, ((la, ma), (lb, mb), R) in enumerate(cases):
    a, b = (la, ma, la, CUT_A, 0), (lb, mb, lb, CUT_B, 0)
    S = overlap(a, b, R)
    parts_B = moment(a, b, R, "B")
    M_B = parts_B.sum(axis=0)
    M_A = moment(a, b, R, "A").sum(axis=0)
    D = (R_A + R) * S + M_B
    fa, fb = on_grid(la, ma, CUT_A, zero), on_grid(lb, mb, CUT_B, R)
    S_grid = np.sum(np.conj(fa) * fb) * STEP ** 3
    D_grid = grid_dipole(fa, fb, R_A, zero)
    D_grid_shifted = grid_dipole(fa, fb, R_A, shift)
    worst_s = max(worst_s, abs(S - S_grid))
    worst_d = max(worst_d, np.max(np.abs(D - D_grid)))
    worst_shift = max(worst_shift, np.max(np.abs(D_grid_shifted - D_grid + shift * S)))
    worst_identity = max(worst_identity, np.max(np.abs(M_A - M_B - R * S)))
    if number == 0:
        main = dict(a=a, b=b, S=S, parts=parts_B, M_B=M_B, M_A=M_A, D=D,
                    S_grid=S_grid, D_grid=D_grid, D_shifted=D_grid_shifted,
                    fa=fa, fb=fb)
# grid and transform truncation errors are far below these limits
assert worst_s < 5e-7 and worst_d < 5e-7
assert worst_shift < 5e-7 and worst_identity < 5e-7

# ---- test: no overlap and no dipole beyond the sum of the cutoffs ----
R_far = np.array([0.0, 0.42, 0.56])
assert np.linalg.norm(R_far) > CUT_A + CUT_B
far_S = abs(overlap(main["a"], main["b"], R_far))
far_M = np.max(np.abs(moment(main["a"], main["b"], R_far, "B").sum(axis=0)))
assert far_S < 1e-7 and far_M < 1e-7

# ---- test: orthogonalized partner has an origin-independent dipole ----
S = main["S"].real
psi = (main["fb"] - S * main["fa"]) / sqrt(1 - S * S)
transition = main["M_A"] / sqrt(1 - S * S)
transition_0 = grid_dipole(main["fa"], psi, R_A, zero)
transition_d = grid_dipole(main["fa"], psi, R_A, shift)
assert np.max(np.abs(transition_0 - transition)) < 1e-6
assert np.max(np.abs(transition_d - transition)) < 1e-6


# ---- worked example: two p_z orbitals ----
def show(label, vector, unit="nm"):
    values = np.real(vector) + 0.0
    print(f"{label}: " + ", ".join(f"{v:.6f}" for v in values) + f" {unit}")


assert np.max(np.abs(np.imag(main["D"]))) < 1e-9
print(f"cutoff radii of A and B: {CUT_A:.2f}, {CUT_B:.2f} nm")
show("position R_A (x, y, z)", R_A)
show("position R_B (x, y, z)", R_A + R_main)
show("separation R = R_B - R_A", R_main)
print(f"distance |R|: {np.linalg.norm(R_main):.4f} nm")
for i, coefficients in enumerate(recouple(1, 0)):
    for (l, m), c in coefficients.items():
        c = complex(c)
        print(f"coefficient of Y({l},{m}) in n_{AXES[i]} Y(1,0): "
              f"{c.real + 0.0:.6f} {c.imag + 0.0:+.6f} i")
for l, m in [(0, 0), (2, 0), (2, 1), (2, -1)]:
    value = overlap(main["a"], (l, m, 1, CUT_B, 1), R_main)
    print(f"overlap of a with r f_b Y({l},{m}): {value.real:.6f} nm")
print(f"overlap S, transforms: {S:.6f}")
print(f"overlap S, grid: {main['S_grid'].real:.6f}")
show("l+1 part of M_B", main["parts"][0])
show("l-1 part of M_B", main["parts"][1])
show("M_B", main["M_B"])
show("R_B S", (R_A + R_main) * S)
show("D at origin 0, from overlaps", main["D"])
show("D at origin 0, grid", main["D_grid"])
show("origin shift d", shift)
show("-d S", -shift * S)
show("D at origin d, from overlaps", main["D"] - shift * S)
show("D at origin d, grid", main["D_shifted"])
show("M_A, recoupling on A", main["M_A"])
show("M_B + R S", main["M_B"] + R_main * S)
show("orthogonalized dipole, formula", transition)
show("orthogonalized dipole, grid, origin 0", transition_0)
show("orthogonalized dipole, grid, origin d", transition_d)
charge_dipole = -constants.e * np.real(main["D"]) * 1e-9
print("-e D at origin 0: " + ", ".join(f"{v:.5e}" for v in charge_dipole) + " C m")
print(f"grid spacing: {STEP:.4f} nm")
print(f"largest recoupling error, l = 0 to 4: {recoupling_error:.1e}")
print(f"largest overlap difference, 4 pairs: {worst_s:.1e}")
print(f"largest dipole difference, 4 pairs: {worst_d:.1e} nm")
print(f"largest origin-shift difference, 4 pairs: {worst_shift:.1e} nm")
print(f"largest difference M_A - M_B - R S, 4 pairs: {worst_identity:.1e} nm")
print(f"distance of the separated pair: {np.linalg.norm(R_far):.2f} nm")
print(f"its computed |S|: {far_S:.1e}")
print(f"its largest |M_B| component: {far_M:.1e} nm")
print("finished without a failed check")
```

Output:

```
cutoff radii of A and B: 0.30, 0.35 nm
position R_A (x, y, z): 0.100000, 0.050000, 0.000000 nm
position R_B (x, y, z): 0.220000, 0.050000, 0.160000 nm
separation R = R_B - R_A: 0.120000, 0.000000, 0.160000 nm
distance |R|: 0.2000 nm
coefficient of Y(2,1) in n_x Y(1,0): -0.316228 +0.000000 i
coefficient of Y(2,-1) in n_x Y(1,0): 0.316228 +0.000000 i
coefficient of Y(2,1) in n_y Y(1,0): 0.000000 +0.316228 i
coefficient of Y(2,-1) in n_y Y(1,0): 0.000000 +0.316228 i
coefficient of Y(2,0) in n_z Y(1,0): 0.516398 +0.000000 i
coefficient of Y(0,0) in n_z Y(1,0): 0.577350 +0.000000 i
overlap of a with r f_b Y(0,0): 0.042046 nm
overlap of a with r f_b Y(2,0): -0.046665 nm
overlap of a with r f_b Y(2,1): -0.013566 nm
overlap of a with r f_b Y(2,-1): 0.013566 nm
overlap S, transforms: -0.104374
overlap S, grid: -0.104374
l+1 part of M_B: 0.008580, 0.000000, -0.024098 nm
l-1 part of M_B: 0.000000, 0.000000, 0.024275 nm
M_B: 0.008580, 0.000000, 0.000177 nm
R_B S: -0.022962, -0.005219, -0.016700 nm
D at origin 0, from overlaps: -0.014382, -0.005219, -0.016523 nm
D at origin 0, grid: -0.014382, -0.005219, -0.016523 nm
origin shift d: 0.300000, -0.200000, 0.100000 nm
-d S: 0.031312, -0.020875, 0.010437 nm
D at origin d, from overlaps: 0.016930, -0.026093, -0.006085 nm
D at origin d, grid: 0.016930, -0.026093, -0.006085 nm
M_A, recoupling on A: -0.003945, 0.000000, -0.016523 nm
M_B + R S: -0.003945, 0.000000, -0.016523 nm
orthogonalized dipole, formula: -0.003967, 0.000000, -0.016613 nm
orthogonalized dipole, grid, origin 0: -0.003967, -0.000000, -0.016613 nm
orthogonalized dipole, grid, origin d: -0.003967, -0.000000, -0.016613 nm
-e D at origin 0: 2.30431e-30, 8.36125e-31, 2.64721e-30 C m
grid spacing: 0.0060 nm
largest recoupling error, l = 0 to 4: 5.8e-16
largest overlap difference, 4 pairs: 5.0e-10
largest dipole difference, 4 pairs: 1.1e-10 nm
largest origin-shift difference, 4 pairs: 1.5e-10 nm
largest difference M_A - M_B - R S, 4 pairs: 6.8e-15 nm
distance of the separated pair: 0.70 nm
its computed |S|: 9.0e-15
its largest |M_B| component: 6.8e-16 nm
finished without a failed check
```
